# Why a Valley Hall Response Need Not Give a Charge Hall Current

Suppose that a valley Hall conductivity of \(1.6\,e^2/h\) has been calculated for a two-dimensional crystal and is then used to predict a transverse charge current. At a field of \(10^4\) V/m the prediction is 0.62 A/m. In the model treated below the true net current is zero. The reverse inference fails too: a vanishing charge Hall signal does not show that the valley Hall response vanishes.

## The belief and its appeal

The belief runs as follows. Electrons in valley K are deflected sideways by an electric field. Each carries charge \(-e\), so a sideways flow of electrons is a sideways electric current. A nonzero valley Hall conductivity must therefore produce a charge Hall current.

The first two statements are true, and one valley taken alone does carry a transverse charge current. The valley Hall conductivity even has the units of an ordinary one. But it is a difference, whereas the charge response is a sum:
\[
\sigma_v=\sigma_K-\sigma_{K'},\qquad \sigma_H=\sigma_K+\sigma_{K'} .
\]
What has to be found is how the two terms are related.

## The sideways velocity

Let the field \(E_x\) point along \(x\). An electron's wave vector obeys \(\hbar\dot k_x=-eE_x\). Let \(|n\rangle\) be the cell-periodic eigenstates of \(H(\mathbf k)\), with energies \(E_n\). To first order in the field, an electron starting in band \(n\) has the state
\[
|\psi\rangle=e^{-i\varphi}\Big(|n\rangle+\sum_{m\ne n}a_m|m\rangle\Big).
\]
Insert this in \(i\hbar\,\partial_t|\psi\rangle=H|\psi\rangle\) and project on \(\langle m|\). To this order \(\hbar\dot\varphi\) may be replaced by \(E_n\) where it multiplies \(a_m\), and \(\dot a_m\) is negligible for a slowly varying field. Hence
\[
i\hbar\dot k_x\langle m|\partial_x n\rangle+E_na_m=E_ma_m
\;\Rightarrow\;
a_m=\frac{i\hbar\dot k_x\langle m|\partial_x n\rangle}{E_m-E_n},
\]
where \(\partial_x=\partial/\partial k_x\). The transverse velocity operator is \(\partial_yH/\hbar\). Differentiating \(H|n\rangle=E_n|n\rangle\), projecting on \(\langle m|\) and conjugating gives \(\langle n|\partial_yH|m\rangle=(E_n-E_m)\langle\partial_yn|m\rangle\). The energy denominators cancel, leaving a minus sign:
\[
\delta\dot y=\frac1\hbar\sum_{m\ne n}\langle n|\partial_yH|m\rangle a_m+\text{c.c.}
=-i\dot k_x\sum_{m\ne n}\langle\partial_yn|m\rangle\langle m|\partial_xn\rangle+\text{c.c.}
\]
The term \(m=n\) may be added. Normalization makes both its factors imaginary, so their product is real and is removed by the complex conjugate. Completeness then gives
\[
\delta\dot y=\dot k_x\Omega_n,\qquad
\Omega_n=i\big(\langle\partial_xn|\partial_yn\rangle-\langle\partial_yn|\partial_xn\rangle\big).
\]
This is the Berry curvature, equal to \(\partial_xA_y-\partial_yA_x\) with \(\mathbf A=i\langle n|\nabla n\rangle\). Multiplying by \(-e\), inserting \(\dot k_x=-eE_x/\hbar\) and summing over occupied states gives, per spin,
\[
\sigma_H=\frac{j_y}{E_x}=\frac{e^2}{\hbar}\int\frac{d^2k}{(2\pi)^2}\sum_n f_n\Omega_n .
\]

This is the intrinsic Hall response. In a doped crystal, impurity scattering can add further contributions to the response of each valley; the valley values below leave them out. A low-symmetry crystal can also have a transverse Drude current. In the relaxation-time approximation its conductivity contains the product \(v_xv_y\), which is symmetric in \(x\) and \(y\), so it is not a Hall response.

## Why the valleys cancel

Take a crystal without spin–orbit coupling. Time reversal then acts within each spin as complex conjugation, and symmetry under it means \(H(-\mathbf k)=H(\mathbf k)^*\). The two wave vectors have equal energies, and one may choose \(|n(-\mathbf k)\rangle=|n(\mathbf k)\rangle^*\).

Consider the curvature of the state \(|n(-\mathbf k)\rangle\), regarded as a function of \(\mathbf k\). Two derivatives supply two minus signs, so it equals \(\Omega_n(-\mathbf k)\). Complex conjugation, however, exchanges the two inner products in the definition of \(\Omega_n\). Therefore
\[
E_n(-\mathbf k)=E_n(\mathbf k),\qquad \Omega_n(-\mathbf k)=-\Omega_n(\mathbf k).
\]
Choose the region around K' to be the image of that around K under \(\mathbf k\to-\mathbf k\). If time-reversed states are equally occupied, \(f_n(-\mathbf k)=f_n(\mathbf k)\), changing the integration variable gives
\[
\sigma_{K'}=-\sigma_K,\qquad \sigma_H=0,\qquad \sigma_v=2\sigma_K .
\]
Nothing here makes \(\sigma_K\) vanish. Inversion symmetry would: it gives \(\Omega_n(-\mathbf k)=\Omega_n(\mathbf k)\), which together with time reversal forces \(\Omega_n=0\) wherever band \(n\) is nondegenerate. At a band touching the curvature is undefined: in the honeycomb model below, the valley value in the gap tends to \(\pm\frac12\,e^2/h\), not to zero, as the inversion-breaking gap closes.

Both the curvature formula and the cancellation were tested by evolving the Schrödinger equation in time on a strained honeycomb lattice. Its three unequal hoppings remove the mirror and threefold symmetries, so these cannot be responsible for the cancellation. The largest error in the sideways response was \(2.3\times10^{-4}\) of the largest curvature. With the valence band filled, the valleys gave \(0.419\) and \(-0.419\,e^2/h\) per spin, with no net response at the printed precision.

## A number for each valley

Near its valleys, a honeycomb lattice with different site energies on its two sublattices is described by
\[
H_\tau=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+m\sigma_z,\qquad
E=\sqrt{m^2+(\hbar vk)^2},
\]
where \(\tau=+1\) at K, \(\tau=-1\) at K', \(m>0\) is half the gap, and \(\mathbf k\) is measured from the valley centre.

For \(\tau=+1\), set \(\cos\theta=m/E\) and let \(\phi\) be the direction of \(\mathbf k\). The valence state is \((\sin\frac\theta2,\,-e^{i\phi}\cos\frac\theta2)\). Its radial connection vanishes, while
\[
i\langle n|\partial_\phi n\rangle=-\cos^2\frac\theta2=-\frac12\left(1+\frac mE\right).
\]
The curvature is \(1/k\) times the radial derivative of this quantity. Since \(dE/dk=(\hbar v)^2k/E\),
\[
\Omega_v=-\frac1{2k}\frac{d}{dk}\frac mE=\frac{m(\hbar v)^2}{2E^3}.
\]
The conduction state \((\cos\frac\theta2,\,e^{i\phi}\sin\frac\theta2)\) has \(i\langle n|\partial_\phi n\rangle=-\frac12(1-m/E)\), so \(\Omega_c=-\Omega_v\). Going to \(\tau=-1\) reverses \(k_x\), a reflection that changes the sign of both curvatures.

At zero temperature, with the chemical potential \(\mu\ge m\) measured from midgap, the contributions of the two bands cancel for \(k<k_F\). Only the filled valence states beyond \(k_F\) remain. The angular integral supplies \(2\pi\), and \(e^2/\hbar=2\pi e^2/h\), so per spin
\[
\sigma_\tau=\frac{e^2}{h}\int_{k_F}^{\infty}k\,dk\,\tau\Omega_v
=\tau\frac{e^2}{2h}\frac m\mu ,
\]
where \(\Omega_v\) is the value in K. In the gap the lower limit is \(k=0\), where \(E=m\), and the result is \(\tau e^2/2h\). For \(\mu\gg m\) each valley response tends to zero.

Now take a lattice constant \(a=3\) Å, hopping \(t=1\) eV, \(m=0.20\) eV and \(\mu=0.25\) eV. The velocity follows from expanding the sum over the three bonds, of length \(a/\sqrt3\), about K. The bond directions are \(\theta_j=\theta_0+2\pi j/3\), and the phases at K are \(e^{-2\pi ij/3}\) up to a common factor. For a displacement in direction \(\phi\),
\[
\sum_{j=0}^{2}e^{-2\pi ij/3}\cos(\phi-\theta_j)=\frac32e^{-i(\phi-\theta_0)} .
\]
Thus \(\hbar v=\frac32ta/\sqrt3=\sqrt3\,at/2=2.598\) eV Å, and
\[
k_F=\frac{\sqrt{0.25^2-0.20^2}}{2.598}\ \text{Å}^{-1}=0.0577\ \text{Å}^{-1}.
\]
The electron density per valley and spin is \(k_F^2/4\pi=2.65\times10^{12}\) cm\(^{-2}\).

Each valley contributes \(\frac12(0.20/0.25)=0.40\,e^2/h\) per spin in magnitude. With both spins,
\[
\sigma_K=0.80\,\frac{e^2}{h}=31.0\ \mu\text{S},\qquad
\sigma_{K'}=-31.0\ \mu\text{S}.
\]
At \(10^4\) V/m the transverse charge currents are \(+0.310\) and \(-0.310\) A/m. Their difference is 0.620 A/m and their sum is zero. The net electron flow from K is towards \(-y\), and an equally large flow from K' is towards \(+y\): the bulk carries a valley current but no net charge current. Whether this bulk current produces a valley accumulation at the edges of a finite sample is a separate question, not treated here. Within each valley the conduction electrons drift against this net flow, because \(\Omega_c=-\Omega_v\), but the filled valence states outweigh them.

## What the lattice changes

On the full lattice a valley needs a boundary. If each valley is given the triangular half of the Brillouin zone centred on it, the response of K in the gap is \(0.422\,e^2/h\) per spin, not one half. Halving \(m\) raises it to 0.460. The shortfall from one half is then 0.505 times its former value, so it is nearly proportional to \(m\). A rectangular half zone gives 0.419 instead of 0.422 at \(m=0.20\) eV. The size of a valley response thus depends on how the valley is bounded; the cancellation does not, provided the two regions are time-reversed images.

The change caused by doping is less sensitive. On a contour of energy \(\mu\) the lattice also has \(\cos\theta=m/\mu\), whatever the contour's shape. The Berry phase of the conduction band around it is \(-\frac12(1-m/\mu)\) times the winding \(2\pi\), as in the Dirac model. This holds while the contour closes around one valley, that is for \(\mu<\sqrt{t^2+m^2}=1.02\) eV; above this saddle-point energy the contours of the two valleys merge. At 300 K doping lowers the lattice value from 0.422 to 0.326. The Dirac value falls from 0.500 to 0.404, the same change of \(-0.096\,e^2/h\).

## Where the cancellation fails

**Unequal densities.** Move electrons between valleys at fixed total density, so that K has 10% more than the average and K' has 10% less. With \(n_\tau\) the density per spin, \(\mu_\tau^2=m^2+4\pi(\hbar v)^2n_\tau\). This gives 0.25446 eV in K and 0.24546 eV in K'. Including both spins,
\[
\sigma_H=\frac{e^2}{h}\left(\frac{0.20}{0.25446}-\frac{0.20}{0.24546}\right)
=-0.0288\,\frac{e^2}{h}.
\]
For a small imbalance, the extra electrons sit at \(k_F\) and contribute their own curvature:
\[
\sigma_H\simeq2\frac{e^2}{\hbar}\Omega_c(k_F)(n_K-n_{K'}) .
\]
With \(\Omega_c(k_F)=-43.2\) Å\(^2\) in K, this also gives \(-0.0288\,e^2/h\). The net current is now \(-0.0112\) A/m at the same field.

**Equal densities, unequal distributions.** Keep the densities equal but hold K at 300 K and K' at 600 K. The Dirac model then gives \(-0.034\,e^2/h\) for both spins. The hotter valley has electrons at higher energies, where \(|\Omega_c|\) is smaller, so they offset less of its valence response. Its thermally excited holes act the other way, but at this density they are negligible. At much lower doping, such as \(10^{10}\) cm\(^{-2}\) per valley and spin, thermally excited carriers dominate and the sign reverses. "Equal populations" must therefore mean equal occupation of time-reversed states, not just equal numbers.

**Broken time reversal.** In the Haldane model, imaginary second-neighbour hopping \(t_2\) replaces the site-energy difference. It gives masses \(+3\sqrt3\,t_2\) at K and \(-3\sqrt3\,t_2\) at K'. The sign of the mass and the sign of \(\tau\) reverse together, so the valley responses add. Inversion symmetry keeps the populations equal. For \(t_2=0.0385\) eV, which gives a half-gap of 0.20 eV, and \(\mu=0.25\) eV at 300 K, each valley contributes \(0.401\,e^2/h\) per spin. The charge response is \(0.802\,e^2/h\) and the valley response is zero. Equal populations are not sufficient by themselves.

Static disorder that respects time reversal is a different matter. In a disordered supercell the wave vector becomes a boundary twist \(\mathbf q\), and \(H(-\mathbf q)=H(\mathbf q)^*\) still holds, so the same proof applies. For a \(4\times4\) supercell with random site energies within \(\pm0.1\) eV and the valence states filled, at one pair of opposite twists the curvature contributions were \(+4.297\) and \(-4.297\,e^2/h\) per spin. Adding a Haldane term with \(t_2=0.1\) eV to the site-energy difference left a mean of 1.59, a value that depends strongly on \(t_2\). These are samples at individual twists, not converged conductivities, but they show which symmetry matters.

The result concerns linear response. With scattering, the field also shifts the occupation. In the relaxation-time approximation, the part of this shift linear in the field is odd in \(\mathbf k\). Multiplied by the sideways velocity, which is itself linear in the field, it gives a current of second order. The product of the odd shift and the odd curvature is even, so time reversal alone no longer requires the transverse current to vanish.

The numerical output below gives the values to more digits.

## Table of computed values

```
INPUTS AND DIRAC PARAMETERS
lattice constant: 3.0 angstrom
hopping: 1.0 eV
half-gap m: 0.20 eV
chemical potential mu: 0.25 eV
hbar times velocity: 2.5981 eV angstrom
Fermi wave number: 0.05774 1/angstrom
density per valley and spin: 2.6526e+12 1/cm^2
total density, 2 valleys, 2 spins: 1.0610e+13 1/cm^2
conduction curvature in K at kF: -43.200 angstrom^2
DIRAC EXAMPLE, ZERO TEMPERATURE
gap value K, per spin: 0.50000 e^2/h
doped value K, per spin: 0.40000 e^2/h
doped value K', per spin: -0.40000 e^2/h
conductivity K, both spins: 30.9924 microsiemens
conductivity K', both spins: -30.9924 microsiemens
valley difference, both spins: 1.60000 e^2/h
charge sum, magnitude: 0.000000 e^2/h
field: 1.0e+04 V/m
transverse current K: 0.30992 A/m
transverse current K': -0.30992 A/m
valley current difference: 0.61985 A/m
net current, magnitude: 0.000000 A/m
REAL-TIME TEST, STRAINED LATTICE, FILLED VALENCE BAND, PER SPIN
hoppings: 1.00, 0.90, 1.15 eV
largest curvature error / largest curvature: 2.3e-04
K: 0.41881 e^2/h; K': -0.41882 e^2/h
net magnitude: 0.000000 e^2/h
UNSTRAINED LATTICE, PER SPIN
gap value K, m=0.20 eV: 0.42161 e^2/h
gap value K, m=0.10 eV: 0.46038 e^2/h
ratio of deviations from one half: 0.5054
doped, 300 K: K 0.32574, K' -0.32574 e^2/h
Dirac K at 300 K: 0.40413 e^2/h
UNEQUAL DENSITIES, DIRAC, ZERO TEMPERATURE
valley polarization: 10 percent
chemical potentials K, K': 0.25446, 0.24546 eV
charge Hall, both spins: -0.02882 e^2/h
linear estimate, both spins: -0.02880 e^2/h
charge Hall, both spins: -1.1166 microsiemens
net transverse current: -0.01117 A/m
EQUAL DENSITIES, UNEQUAL TEMPERATURES, DIRAC
K: 300 K, mu = 0.24230 eV
K': 600 K, mu = 0.21298 eV
charge Hall, both spins: -0.03357 e^2/h
HALDANE MODEL, EQUAL POPULATIONS, BROKEN TIME REVERSAL
second-neighbour hopping: 0.03849 eV
charge Hall in gap, per spin: 1.00000 e^2/h
doped, 300 K: K 0.40095, K' 0.40095 e^2/h
doped charge Hall, per spin: 0.80191 e^2/h
DISORDERED SUPERCELL, PER SPIN, SINGLE-TWIST VALUES
twist q: 4.29697 e^2/h; twist -q: -4.29697 e^2/h
Haldane term added, mean of both: 1.58897 e^2/h
```
